\section*{Zero-energy states at a zigzag graphene edge}

\section{The problem}

A graphene sheet fills the half-plane $y\ge 0$ and ends in a zigzag edge along $x$. The period along the edge is $a$, so the bond length is $b=a/\sqrt3$. Each atom carries one $\pi$ orbital. The orbitals are orthogonal and have equal site energies, taken as zero. The Hamiltonian has the matrix element $-t$, with $t>0$, between nearest neighbours and no other element. Electron repulsion is left out at first.

Number the zigzag rows $n=0,1,2,\dots$ from the edge inward. Row $n$ holds one atom $A_n$ and one atom $B_n$ per period, at
\begin{equation}
A_n:\ \Big(\frac{na}{2},\,\frac{\sqrt3\,na}{2}\Big),\qquad
B_n:\ \Big(\frac{(n+1)a}{2},\,\frac{\sqrt3\,na}{2}+\frac b2\Big),
\end{equation}
and at all points shifted from these by multiples of $a$ along $x$. The edge atoms $A_0$ have two neighbours; every other atom has three. The wavevector $k$ along the edge is a good quantum number, defined modulo $2\pi/a$.

\begin{enumerate}
\item Write the nearest-neighbour equations for a state of wavevector $k$ and set $E=0$.
\item Find all $k$ for which a solution can be normalized in the $y$ direction.
\item Find how far such a state reaches into the sheet.
\item Evaluate the result for $a=0.246$ nm at $ka=0.70\pi$, $0.80\pi$ and $0.90\pi$.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Write the amplitude on an atom at position $x$ as $e^{ikx}$ times a number that depends on the row and the sublattice. The two bonds within a row then combine into a single cosine.
\item At $E=0$ the equation centred on a $B$ atom contains $A$ amplitudes alone, and the reverse. The two sublattices can be treated separately.
\item The edge enters through one equation, that of $A_0$, which lacks a neighbour. Start there for sublattice $B$.
\item For sublattice $A$, ask when a geometric series converges.
\item A factor repeated at every row is an exponential in the depth $y$.
\end{enumerate}

\section{Solution}

\subsection{The row equations}

Let the amplitude on an atom of type $A_n$ at position $x$ be $e^{ikx}A_n$, and likewise $e^{ikx}B_n$ for type $B_n$. The symbols $A_n$ and $B_n$ now also denote these numbers.

An atom $A_n$ at $x$ has two neighbours $B_n$ at $x\pm a/2$ and one neighbour $B_{n-1}$ at the same $x$. The Schr\"odinger equation at this atom is
\begin{equation}
E\,e^{ikx}A_n=-t\left[e^{ik(x+a/2)}B_n+e^{ik(x-a/2)}B_n+e^{ikx}B_{n-1}\right].
\end{equation}
Dividing by $e^{ikx}$ and using $e^{ika/2}+e^{-ika/2}=2\cos(ka/2)$ gives
\begin{equation}
E A_n=-t\,(D B_n+B_{n-1}),\qquad D\equiv 2\cos\frac{ka}{2}.
\label{eq:A}
\end{equation}
For $n=0$ the missing neighbour is expressed by $B_{-1}=0$.

An atom $B_n$ has two neighbours $A_n$ at $x\pm a/2$ and one neighbour $A_{n+1}$ at the same $x$, so in the same way
\begin{equation}
E B_n=-t\,(D A_n+A_{n+1}).
\label{eq:B}
\end{equation}
This holds for every $n\ge0$, because no $B$ atom has lost a neighbour.

Replacing $k$ by $k+2\pi/a$ changes the sign of $D$. It describes the same states: the factor $e^{ikx}$ gains the sign $(-1)^n$ on the atoms $A_n$ and $(-1)^{n+1}$ on the atoms $B_n$, and the numbers $A_n$ and $B_n$ take the same signs to compensate. Physical results therefore depend on $|D|$.

Setting $E=0$ and dividing by $-t$ separates the sublattices:
\begin{align}
D A_n+A_{n+1}&=0, & n&\ge0, \label{eq:A0}\\
D B_n+B_{n-1}&=0, & n&\ge1, \label{eq:B0}\\
D B_0&=0. & & \label{eq:edge}
\end{align}

\subsection{Sublattice $B$ is empty}

Suppose first that $D\neq0$. Equation \eqref{eq:edge} gives $B_0=0$. Equation \eqref{eq:B0} then gives $B_1=-B_0/D=0$, next $B_2=-B_1/D=0$, and so on through all rows.

If $D=0$, equation \eqref{eq:edge} says nothing, but \eqref{eq:B0} reduces to $B_{n-1}=0$ for every $n\ge1$. Again all $B_n$ vanish. A zero-energy state of this half-plane has no amplitude on sublattice $B$ at any $k$.

\subsection{Sublattice $A$ and the allowed wavevectors}

Equation \eqref{eq:A0} is a recursion, $A_{n+1}=-D A_n$. Applied $n$ times from the edge it gives
\begin{equation}
A_n=(-D)^n A_0 .
\end{equation}
The amplitude $A_0$ is free, because the edge imposes no condition on sublattice $A$. There is thus one solution for each $k$ and each spin, and it remains to see whether it can be normalized. Its weight per edge period is
\begin{equation}
\sum_{n=0}^{\infty}|A_n|^2=|A_0|^2\sum_{n=0}^{\infty}D^{2n}.
\end{equation}
The series converges if and only if $|D|<1$, with sum $1/(1-D^2)$. Setting the total weight to one gives the share of the edge row,
\begin{equation}
|A_0|^2=1-D^2 .
\label{eq:weight}
\end{equation}

The condition $|2\cos(ka/2)|<1$ means $-\tfrac12<\cos(ka/2)<\tfrac12$. Take $0\le ka<2\pi$. Then $ka/2$ runs from $0$ to $\pi$, where the cosine falls steadily. It passes $\tfrac12$ at $\pi/3$ and $-\tfrac12$ at $2\pi/3$. Hence
\begin{equation}
\boxed{\ \frac{2\pi}{3}<ka<\frac{4\pi}{3}\pmod{2\pi}\ }
\label{eq:window}
\end{equation}

At the two ends $|D|=1$, and the amplitude has the same size on every row: the solution is an extended wave. Outside the window it grows into the sheet and must be discarded.

The bulk shows why the window ends where it does. Far from the edge, take $A_n=\alpha e^{in\theta}$ and $B_n=\beta e^{in\theta}$ with real $\theta$. Equations \eqref{eq:A} and \eqref{eq:B} become $E\alpha=-t(D+e^{-i\theta})\beta$ and $E\beta=-t(D+e^{i\theta})\alpha$. Multiplying them gives
\begin{equation}
E^2=t^2\,|D+e^{i\theta}|^2 .
\label{eq:bulk}
\end{equation}
At fixed $k$ the smallest $|E|$ of an extended wave is therefore $t\,\big|1-|D|\big|$. The edge state lies in the middle of this gap. The gap closes at $|D|=1$, at the projections of the two Dirac points on the edge direction, and there the edge state merges with the bulk. A gap also exists for $|D|>1$, but this edge binds no zero-energy state in it.

\subsection{The decay length}

Row $n$ of sublattice $A$ lies at depth $y_n=\sqrt3\,na/2$, so $n=2y_n/(\sqrt3a)$. For $D\ne0$,
\begin{equation}
\frac{|A_n|}{|A_0|}=|D|^n=e^{n\ln|D|}
=\exp\!\left(\frac{2\ln|D|}{\sqrt3\,a}\,y_n\right)\equiv e^{-y_n/\lambda}.
\end{equation}
Comparing exponents, and noting that $\ln|D|<0$ inside the window,
\begin{equation}
\boxed{\ \lambda(k)=\frac{\sqrt3\,a/2}{-\ln\left|2\cos(ka/2)\right|}\ }
\label{eq:lambda}
\end{equation}
This is the length for the amplitude. The probability $|A_n|^2$ falls as $e^{-2y_n/\lambda}$, with length $\lambda/2$. The hopping $t$ has dropped out: at zero energy the profile is fixed by interference between equal bonds.

\emph{Centre of the window.} At $ka=\pi$ one has $D=0$, and the recursion gives $A_1=A_2=\dots=0$. The state occupies the edge row alone, and $\lambda\to0$. Neighbouring edge atoms then have opposite signs, so their contributions cancel on the $B_0$ atom between them.

\emph{Ends of the window.} Let $ka=2\pi/3+qa$ with small $q>0$, and put $s=qa/2$. The function $f(s)=\ln[2\cos(\pi/3+s)]$ has $f(0)=0$, $f'(0)=-\tan(\pi/3)=-\sqrt3$ and $f''(0)=-1/\cos^2(\pi/3)=-4$. Therefore
\begin{equation}
-\ln D=\sqrt3\,s+2s^2+O(s^3)
=\frac{\sqrt3}{2}\,qa\left(1+\frac{qa}{\sqrt3}\right)+O\big((qa)^3\big),
\end{equation}
and \eqref{eq:lambda} becomes
\begin{equation}
\lambda\simeq\frac{1}{q\,(1+qa/\sqrt3)}\ \longrightarrow\ \frac1q\qquad(qa\to0).
\label{eq:near}
\end{equation}
The other end gives the same result with $q$ measured inward from it, because $k\to2\pi/a-k$ leaves $|D|$ unchanged. The limit $1/q$ agrees with the Dirac cone. There $E^2\propto q^2+q_y^2$, so $E=0$ requires $q_y=\pm iq$.

\subsection{Numbers}

With $a=0.246$ nm the row spacing is $\sqrt3a/2=0.2130$ nm. The window runs from $k=8.51$ to $17.03\ \mathrm{nm^{-1}}$. At $ka=0.80\pi$,
\begin{equation}
D=2\cos(0.40\pi)=0.618,\qquad
\lambda=\frac{0.2130\ \mathrm{nm}}{-\ln0.618}=0.44\ \mathrm{nm}.
\end{equation}
The three cases are:
\begin{center}
\begin{tabular}{ccccc}
$ka$ & $D$ & $1-D^2$ & $\lambda$ (nm) & $\lambda/2$ (nm)\\ \hline
$0.70\pi$ & 0.908 & 0.176 & 2.21 & 1.10\\
$0.80\pi$ & 0.618 & 0.618 & 0.44 & 0.22\\
$0.90\pi$ & 0.313 & 0.902 & 0.18 & 0.09
\end{tabular}
\end{center}
The equality of $D$ and $1-D^2$ in the middle row belongs to this angle: $2\cos(2\pi/5)=(\sqrt5-1)/2$ solves $D^2+D=1$. At $0.90\pi$ the decay length is shorter than the row spacing. It then expresses the ratio between rows, and about 90\,\% of the weight is on the edge row itself.

At $0.70\pi$ the distance from the window's end is $q=0.426\ \mathrm{nm^{-1}}$. The limit $1/q=2.35$ nm is 6\,\% above the value from \eqref{eq:lambda}. The corrected form \eqref{eq:near} gives 2.22 nm, within 0.4\,\% of it.

\subsection{Edge charge and quantum capacitance}

An edge of length $L$ has $L/2\pi$ wavevectors per unit of $k$, and the window has width $2\pi/(3a)$. With two spins the number of edge states per length is
\begin{equation}
n_{\rm e}=2\cdot\frac{1}{2\pi}\cdot\frac{2\pi}{3a}=\frac{2}{3a}=2.71\ \mathrm{nm^{-1}} .
\end{equation}
In this model they all have $E=0$. Their occupied density is $n_{\rm e}f$, where $f=1/(e^{-\mu/k_BT}+1)$ and $\mu$ is the chemical potential. Since $df/d\mu=1/(4k_BT)$ at $\mu=0$, the edge states contribute a quantum capacitance per length
\begin{equation}
C_{\rm q}=e^2 n_{\rm e}\frac{df}{d\mu}=\frac{e^2}{6a\,k_BT}.
\end{equation}
This expression requires the edge band to be narrow compared with $k_BT$, which is 0.026 eV at 300 K. The effects estimated below break that condition.

\section{Variation 1: a ribbon of finite width}

\emph{Keep the rows $n=0,\dots,N-1$. What happens to the zero-energy states?}

The last row now ends in atoms $B_{N-1}$ that lack the neighbour $A_N$. The opposite edge therefore carries states on sublattice $B$. For $|D|<1$, take as trial states
\begin{equation}
A_n=c\,(-D)^n,\qquad B_n=c\,(-D)^{N-1-n},\qquad c^2=\frac{1-D^2}{1-D^{2N}} .
\end{equation}
The Hamiltonian acting on the $A$ state gives $-t(DA_n+A_{n+1})$ on atom $B_n$. This vanishes for $n<N-1$. On the last row $A_N$ is absent, and $-tDA_{N-1}=tc\,(-D)^N$ remains. Multiplying by $B_{N-1}=c$ gives the coupling $tc^2(-D)^N$. Each trial state has zero mean energy, because no bond joins atoms of one sublattice. The two-state problem gives
\begin{equation}
E=\pm t\,c^2|D|^N\simeq\pm t\,(1-D^2)\,|D|^N\qquad(|D|^N\ll1).
\end{equation}

Take $t=2.7$ eV and $N=24$, a ribbon $23\times0.2130+0.071=4.97$ nm wide. At $ka=0.80\pi$ the energy is $\pm0.016$ meV, and the edges are practically independent. At $0.70\pi$, where $\lambda$ is almost half the width, the last formula gives $\pm46.7$ meV. Numerical diagonalization of the ribbon Hamiltonian gives $\pm48.4$ meV. Restoring the denominator of $c^2$ raises the estimate to 47.2 meV; the rest comes from states left out of the two-state basis. The half-plane result thus fails first near the ends of the window.

\section{Variation 2: hopping to second neighbours}

\emph{Add a matrix element $t_2$ between second neighbours. How does the edge level move to first order?}

Second neighbours are at distance $a$ on the same sublattice. An atom $A_n$ has two in its own row, at $x\pm a$, with total phase factor $2\cos ka$. It has two in each adjacent row, at $x\pm a/2$, with factor $D$. The mean value of the added term in the normalized edge state of the half-plane is
\begin{equation}
E_1=t_2\Big[2\cos ka\sum_nA_n^2+2D\sum_nA_nA_{n+1}\Big].
\end{equation}
The factor 2 in the second term counts the rows above and below. The first sum is 1. The second is $-D$, because $A_{n+1}=-DA_n$. Also $2\cos ka=4\cos^2(ka/2)-2=D^2-2$. Hence
\begin{equation}
E_1=t_2\,(D^2-2-2D^2)=-t_2\,(2+D^2).
\end{equation}

The Dirac point moves too. A bulk wave gets the energy $t_2(2\cos ka+2D\cos\theta)$. By \eqref{eq:bulk} the Dirac point at $ka=2\pi/3$ has $D=1$ and $\theta=\pi$, so its shift is $t_2(-1-2)=-3t_2$. Measured from there,
\begin{equation}
E_1+3t_2=t_2\,(1-D^2)=t_2|A_0|^2 .
\end{equation}
The flat band becomes dispersive, with width $|t_2|$. It still meets the Dirac energy at the ends of the window. For a rough $|t_2|=0.1$ eV the shift is 0.062 eV at $ka=0.80\pi$ and 0.10 eV at the centre, about four times $k_BT$ at 300 K. Its ratio to the half-gap $t(1-|D|)$ is $(|t_2|/t)(1+|D|)$, which stays below $2|t_2|/t=0.07$. This supports the first-order treatment.

\section{The model beside real graphene}

The values of $a$ and $t$ are typical of graphene; $t_2$ and the on-site repulsion $U=2.7$ eV used here are rough. Over most of the window repulsion has the largest effect on the energy among those estimated. Close to the ends the finite width dominates: for the 24-row ribbon at $ka=0.68\pi$ the level lies at 0.113 eV without repulsion and at 0.123 eV in the mean-field calculation described next. In mean field an electron of one spin feels the site energy $U(n'-\tfrac12)$, where $n'$ is the local occupation by the other spin. At $ka=\pi$ the edge atom is decoupled from its neighbours. With one electron per site and edge moment $m=n_\uparrow-n_\downarrow$, its two spin levels lie at $\mp Um/2$, split by $Um$. I iterated the mean-field equations to self-consistency for the 24-row ribbon with nearest-neighbour hopping, at half filling, with opposite moments on the two edges and 40 wavevectors in half the zone. This gives $m=0.276$, a splitting of $2.7\times0.276=0.75$ eV at $ka=\pi$, and a smallest gap of 0.21 eV on that set of wavevectors. This gap depends on the mesh and on the ribbon width: it is 0.20 eV with 100 wavevectors, and 0.14 eV for 36 rows with 40 wavevectors. For 24 rows the smallest gap lies near $ka=0.70\pi$, where the finite width alone already gives about 0.10 eV, so it is not due to repulsion alone. The moment $m$ changes by only about 0.001 in these cases. In this approximation the edge level is no longer at zero energy. Mean field omits correlation and the fluctuations of the edge spins, so these numbers indicate a scale.

Real edges also break the assumed periodicity through roughness, reconstruction and uneven chemical termination. A straight zigzag segment of length $\ell$ defines $k$ to within about $2\pi/\ell$. To resolve the window, of width $2\pi/(3a)$, a segment with irregular ends must be several times longer than $3a=0.74$ nm; on shorter ones $\lambda(k)$ need not describe any single state. Regular ends are an exception. Between two parallel armchair sides the states are standing waves with sharp values of $k$, and \eqref{eq:lambda} holds for those in the window. The zigzag end of a long armchair ribbon with three edge atoms binds one state per spin at $ka=0.75\pi$, with $D=0.765$, and an end with four edge atoms binds one at $ka=0.80\pi$, with $D=0.618$. A uniform energy $\varepsilon_0$ on the edge atoms, from termination for example, keeps the period $a$, so $k$ remains a good quantum number. To first order in $\varepsilon_0$ it shifts the level by $\varepsilon_0(1-D^2)$.
